# When does self-repulsion destroy the self-trapped state on a Holstein chain?: verification in Python

```python
# Result under test: one electron on an infinite adiabatic Holstein chain with
# added self-repulsion u*sum(n_i^2) is self-trapped exactly for u < g^2/(2K).
# E = -2t sum psi_i psi_(i+1) + u sum n_i^2 - g sum x_i n_i + K/2 sum x_i^2
# psi: real normalized amplitudes, n = psi^2, x: site displacements,
# t: hopping, g: electron-lattice coupling, K: spring constant.
# Energies are in millihartree (mEh), displacements in bohr (a0).
# The solvers use g, K and u separately, never the predicted threshold.
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import minimize

hopping = 10.0
spring = 200.0
coupling = 100.0
relaxation = coupling**2 / (2 * spring)
hartree_ev = physical_constants["Hartree energy in eV"][0]


def total_energy(psi, x, u, t, ring):
    """Energy from its definition, with explicit lattice displacements."""
    n = psi**2
    bonds = np.sum(psi[:-1] * psi[1:])
    if ring:
        bonds += psi[-1] * psi[0]
    return (-2 * t * bonds + u * np.sum(n**2)
            - coupling * np.sum(x * n) + spring / 2 * np.sum(x**2))


def solve_chain(u, t, sites=801):
    """Self-consistent polaron on a long open chain."""
    n = np.zeros(sites)
    n[sites // 2] = 1.0
    off_diagonal = -t * np.ones(sites - 1)
    change = 1.0
    for _ in range(600):
        x = coupling * n / spring
        potential = 2 * u * n - coupling * x
        _, vectors = eigh_tridiagonal(potential, off_diagonal,
                                      select="i", select_range=(0, 0))
        new = vectors[:, 0]**2
        new = (new + new[::-1]) / 2
        new /= new.sum()
        change = np.max(np.abs(new - n))
        n = new
        if change < 1e-10:
            break
    assert change < 1e-10
    psi = np.sqrt(n)
    energy = total_energy(psi, coupling * n / spring, u, t, False)
    return energy, n


def minimize_ring(u, t, sites):
    """Joint minimization over amplitudes and displacements, localized start."""
    def objective(variables):
        v, x = variables[:sites], variables[sites:]
        norm = np.linalg.norm(v)
        psi = v / norm
        grad = (-2 * t * (np.roll(psi, 1) + np.roll(psi, -1))
                + 4 * u * psi**3 - 2 * coupling * x * psi)
        grad_v = (grad - psi * np.dot(psi, grad)) / norm
        grad_x = -coupling * psi**2 + spring * x
        return (total_energy(psi, x, u, t, True),
                np.concatenate([grad_v, grad_x]))

    start = np.exp(-0.5 * np.abs(np.arange(sites) - sites // 2))
    start /= np.linalg.norm(start)
    guess = np.concatenate([start, coupling * start**2 / spring])
    result = minimize(objective, guess, jac=True, method="L-BFGS-B",
                      options={"maxiter": 20000, "maxfun": 40000,
                               "ftol": 1e-15, "gtol": 1e-8, "maxcor": 30})
    v = result.x[:sites]
    return result.fun, v**2 / np.dot(v, v)


def uniform_energy(u, t, sites):
    psi = np.ones(sites) / np.sqrt(sites)
    return total_energy(psi, coupling * psi**2 / spring, u, t, True)


print(f"hopping t = {hopping:.1f} mEh")
print(f"spring constant K = {spring:.1f} mEh/a0^2")
print(f"coupling g = {coupling:.1f} mEh/a0")
print(f"critical u = g^2/(2K) = {relaxation:.3f} mEh"
      f" = {relaxation * hartree_ev / 1000:.4f} eV")
print(f"band energy -2t = {-2 * hopping:.1f} mEh")
print(f"one-site crossing g^2/(2K)-2t = {relaxation - 2 * hopping:.3f} mEh")

# Polaron on the long chain; negative E+2t means that it beats the band.
print("Long chain: u, E+2t, continuum -chi^2/(12t) [mEh];"
      " central n; participation [sites]")
chain = {}
for u in (0.0, 5.0, 10.0, 15.0, 20.0, 22.5, 23.75):
    energy, n = solve_chain(u, hopping)
    difference = energy + 2 * hopping
    participation = 1 / np.sum(n**2)
    chi = relaxation - u
    continuum = -chi**2 / (12 * hopping)
    chain[u] = energy
    assert difference < -1e-4
    print(f"  {u:6.2f} {difference:11.6f} {continuum:11.6f}"
          f" {n.max():8.5f} {participation:8.3f}")
assert abs(difference / continuum - 1) < 2e-3
assert abs(participation / (6 * hopping / chi) - 1) < 1e-2
print(f"continuum participation at u = {u:.2f} mEh:"
      f" {6 * hopping / chi:.3f} sites")

# A one-site state loses at u = 10 mEh although the relaxed polaron wins.
one_site = np.zeros(101)
one_site[50] = 1.0
one_site_energy = total_energy(one_site, coupling * one_site**2 / spring,
                               10.0, hopping, False)
assert one_site_energy > -2 * hopping > chain[10.0]
print(f"u = 10 mEh: one-site energy = {one_site_energy:.4f} mEh,"
      f" relaxed energy = {chain[10.0]:.4f} mEh")

# Extrapolate sqrt(binding) to zero; the remaining error is a lattice effect.
print("Threshold extrapolated from u = 22.5 and 23.75 mEh:")
for t in (5.0, 10.0, 20.0):
    u1, u2 = 22.5, 23.75
    root1 = np.sqrt(-(solve_chain(u1, t)[0] + 2 * t))
    root2 = np.sqrt(-(solve_chain(u2, t)[0] + 2 * t))
    threshold = u2 + root2 * (u2 - u1) / (root1 - root2)
    assert abs(threshold - relaxation) < 1e-3 * relaxation
    print(f"  t = {t:4.1f} mEh: u_c = {threshold:.4f} mEh")

# Exponential trial state: closed energy against an explicit lattice sum.
u_trial = 20.0
chi_trial = relaxation - u_trial
positions = np.arange(-400, 401)
for r in (0.3, 0.6, 0.875):
    trial = r**np.abs(positions)
    trial /= np.linalg.norm(trial)
    summed = total_energy(trial, coupling * trial**2 / spring,
                          u_trial, hopping, False) + 2 * hopping
    closed = (2 * hopping * (1 - r)**2 / (1 + r**2)
              - chi_trial * (1 - r**2) * (1 + r**4) / (1 + r**2)**3)
    assert abs(summed - closed) < 1e-10
assert summed < 0
assert chain[u_trial] + 2 * hopping <= summed
print(f"exponential trial, u = {u_trial:.1f} mEh, r = {r:.3f}:"
      f" E+2t = {summed:.6f} mEh")

# The joint minimization reproduces the self-consistent chain energy.
joint_energy, _ = minimize_ring(10.0, hopping, 48)
assert abs(joint_energy - chain[10.0]) < 1e-6
print(f"joint minimization, u = 10 mEh, 48-site ring:"
      f" E = {joint_energy:.6f} mEh")

# Above the threshold a localized start spreads over the whole ring.
u_above = 27.5
print(f"Above threshold, u = {u_above:.1f} mEh:")
for sites in (24, 48):
    energy, n = minimize_ring(u_above, hopping, sites)
    predicted = (u_above - relaxation) / sites
    assert energy + 2 * hopping > 0
    assert abs(energy + 2 * hopping - predicted) < 1e-6
    assert np.max(np.abs(n - 1 / sites)) < 1e-4
    print(f"  N = {sites}: minimum E+2t = {energy + 2 * hopping:.6f} mEh")

# Finite rings: the transition is bracketed by unrestricted minimizations.
offset = 0.5
print(f"Rings: N, u_N [mEh], energy gain over uniform state"
      f" at u_N-{offset} and u_N+{offset} [mEh]")
for sites in (12, 24, 48):
    u_ring = relaxation - sites * hopping * np.sin(np.pi / sites)**2
    gains = []
    for u in (u_ring - offset, u_ring + offset):
        energy, _ = minimize_ring(u, hopping, sites)
        gains.append(uniform_energy(u, hopping, sites) - energy)
    assert gains[0] > 1e-3
    assert abs(gains[1]) < 1e-6
    print(f"  {sites:3d} {u_ring:9.4f} {gains[0]:10.6f}"
          f" {abs(gains[1]):10.6f}")

print("all tests passed")
```

Output:

```
hopping t = 10.0 mEh
spring constant K = 200.0 mEh/a0^2
coupling g = 100.0 mEh/a0
critical u = g^2/(2K) = 25.000 mEh = 0.6803 eV
band energy -2t = -20.0 mEh
one-site crossing g^2/(2K)-2t = 5.000 mEh
Long chain: u, E+2t, continuum -chi^2/(12t) [mEh]; central n; participation [sites]
    0.00   -9.087470   -5.208333  0.90827    1.207
    5.00   -5.181526   -3.333333  0.84184    1.390
   10.00   -2.176292   -1.875000  0.60960    2.354
   15.00   -0.861403   -0.833333  0.27308    5.587
   20.00   -0.209900   -0.208333  0.12729   11.819
   22.50   -0.052179   -0.052083  0.06277   23.912
   23.75   -0.013027   -0.013021  0.03128   47.956
continuum participation at u = 23.75 mEh: 48.000 sites
u = 10 mEh: one-site energy = -15.0000 mEh, relaxed energy = -22.1763 mEh
Threshold extrapolated from u = 22.5 and 23.75 mEh:
  t =  5.0 mEh: u_c = 24.9930 mEh
  t = 10.0 mEh: u_c = 24.9983 mEh
  t = 20.0 mEh: u_c = 24.9996 mEh
exponential trial, u = 20.0 mEh, r = 0.875: E+2t = -0.160715 mEh
joint minimization, u = 10 mEh, 48-site ring: E = -22.176292 mEh
Above threshold, u = 27.5 mEh:
  N = 24: minimum E+2t = 0.104167 mEh
  N = 48: minimum E+2t = 0.052083 mEh
Rings: N, u_N [mEh], energy gain over uniform state at u_N-0.5 and u_N+0.5 [mEh]
   12   16.9615   0.005374   0.000000
   24   20.9111   0.004773   0.000000
   48   22.9468   0.004362   0.000000
all tests passed
```
